\section*{Linear Dopant Shift of the Free-Energy Difference Between Hafnia Polymorphs, part 2}

The problem is how a dilute isovalent dopant D changes the free-energy difference between monoclinic ($m$) and polar orthorhombic ($o$) hafnia. Each crystal has $N$ equivalent cation sites, of which $n=xN$ hold D instead of Hf, without vacancies or free carriers. $\Delta$ means the value in $o$ minus that in $m$; lower-case free energies are per formula unit. The algebra uses atomic units, $\hbar=1$, and $\beta=1/k_BT$; numerical energies are in eV.

For a fixed choice $C$ of substituted sites, $A_\alpha(C)$ is the free energy of phase $\alpha$ after summing over atomic motions, with cell dimensions held at their pure values. The pure crystal has $A_\alpha(\emptyset)=Nf^0_\alpha$. One dopant, and two separated by $\mathbf r$, define
\begin{align}
g_\alpha&=A_\alpha(\text{one})-A_\alpha(\emptyset),\\
v_\alpha(\mathbf r)&=A_\alpha(\text{two at }\mathbf r)-A_\alpha(\emptyset)-2g_\alpha .
\end{align}

With $\mu=\mu_{\rm D}-\mu_{\rm Hf}$ the reservoir potential, let
\begin{equation}
\zeta_\alpha=e^{\beta(\mu-g_\alpha)},\qquad
S_\alpha=\sum_{\mathbf r\neq0}\left[e^{-\beta v_\alpha(\mathbf r)}-1\right].
\end{equation}
At equal composition $\mu$ cancels, and mobile dopants obey
\begin{equation}
\boxed{\Delta f(x)=\Delta f^0+x\,\Delta g+\tfrac12x^2\Delta B+O(x^3),\qquad B_\alpha=-k_BT\,S_\alpha .}
\label{main}
\end{equation}
This expansion requires $x|S_\alpha|$ to be small in each phase. The potential $\mu_\alpha(x)$ that gives phase $\alpha$ the fraction $x$ generally differs between the phases.

If both phases instead share one $\mu$, their grand potentials per formula unit, $\omega_\alpha$, and their compositions satisfy, to leading order,
\begin{equation}
\Delta\omega=\Delta f^0-k_BT(\zeta_o-\zeta_m),\qquad
\frac{x_o}{x_m}\simeq\frac{\zeta_o}{\zeta_m}=e^{-\beta\Delta g}.
\label{open}
\end{equation}

The hafnia reference must be the same for both phases. Giving each its own, $\mu_{{\rm HfO}_2}=f^0_\alpha$, turns $\Delta g$ into $\Delta g+\Delta f^0$; combining that with the full $\Delta f^0$ introduces an error $x\Delta f^0$.

\section{Frozen dopants and a worked hafnia model}

The first half compared the monoclinic phase $m$ and the polar orthorhombic phase $o$ of hafnia, with a fraction $x$ of their $N$ cations replaced by an isovalent dopant. It defined $f^0_\alpha$, the free energy of the pure phase per formula unit; $g_\alpha$, the free energy of replacing one cation; and $v_\alpha(\mathbf r)$, the interaction of two dopants. With $\Delta$ meaning $o$ minus $m$, the result at equal composition was $\Delta f=\Delta f^0+x\Delta g+\frac12x^2\Delta B$, with $B_\alpha=-k_BT\sum_{\mathbf r\ne0}[e^{-\beta v_\alpha(\mathbf r)}-1]$ for mobile dopants. The reservoir potential $\mu$ is absent there, but it remains when the phases are compared at equal $\mu$.

In a capacitor at its temperature of use, cation dopants are better regarded as frozen. Let $n$ of them be placed at random. The relevant free energy is then the average of $A_\alpha(C)$ over placements. A given pair of sites is doubly occupied with probability $n(n-1)/[N(N-1)]$. Summed over all pairs of sites, the interaction is $\frac12NV_\alpha$, where
\begin{equation}
V_\alpha=\sum_{\mathbf r\neq0}v_\alpha(\mathbf r).
\end{equation}
The average per formula unit is therefore
\begin{equation}
\frac{\langle A_\alpha\rangle}{N}=f^0_\alpha+xg_\alpha+\frac{n(n-1)}{2N(N-1)}V_\alpha+\dots ,
\label{frozen}
\end{equation}
where the omitted terms need at least three dopants. In a large crystal the third term becomes $\frac12x^2V_\alpha$. Freezing leaves the slope unchanged and replaces $B_\alpha$ by $V_\alpha$. If an earlier anneal has left some separations more frequent than others, each $v_\alpha(\mathbf r)$ is multiplied by a relative frequency. This alters the quadratic coefficient, but not the slope, as long as the frequencies stay finite when $x\to0$.

A small microscopic model shows where the slope comes from. Each cation $i$ carries one coordinate $b_i$, the breathing displacement of its oxygen cage, with effective mass $M$. The sites form an fcc lattice with twelve neighbours each, an idealization of the cation positions. For a given arrangement,
\begin{align}
H={}&Ne_0+\sum_i\left[\frac{p_i^2}{2M}+\frac K2b_i^2\right]+\frac J2\sum_{\langle ij\rangle}(b_i-b_j)^2\nonumber\\
&+\sum_{i\in C}\left[s-hb_i+\frac{\delta K}{2}b_i^2\right].
\end{align}
The phase label is omitted. The first line is the pure crystal. In the second, $s$ is the energy of replacement without relaxation, $h$ the force that a misfitting dopant exerts on its cage, and $\delta K$ the change of cage stiffness. The zero of $s$ is arbitrary but common to both phases; moving it is equivalent to moving $\mu$.

Collect the quadratic terms in a matrix $\Phi$ and the forces in a vector $\mathbf h$. The static energy $\frac12\mathbf b^T\Phi\mathbf b-\mathbf h^T\mathbf b$ is lowest at $\mathbf b=\Phi^{-1}\mathbf h$, where it equals $-\frac12\mathbf h^T\Phi^{-1}\mathbf h$. Small motions about this point have frequencies $\omega_k=\sqrt{\lambda_k/M}$, with $\lambda_k$ the eigenvalues of $\Phi$. Thus
\begin{equation}
A(C)=Ne_0+ns-\tfrac12\mathbf h^T\Phi^{-1}\mathbf h
+\sum_k\left[\frac{\omega_k}{2}+k_BT\ln(1-e^{-\beta\omega_k})\right].
\end{equation}

The relaxation energy can be followed further. Let $G=\Phi^{-1}$ for the pure crystal, and let $a=G_{00}$. A dopant at site 0 adds a force $h-\delta K\,b_0$ to the pure lattice, so $b_0=a(h-\delta K\,b_0)$. Solving for $b_0$ gives
\begin{equation}
E_{\rm rel}=-\frac12hb_0=-\frac{h^2}{2}\frac{a}{1+\delta K\,a}.
\end{equation}
For two dopants at 0 and $\mathbf r$ the displacements are equal by symmetry, and the same argument holds with $a$ replaced by $a+G_{0r}$. Twice the one-dopant energy must be subtracted from the energy of the pair:
\begin{align}
v_{\rm stat}(\mathbf r)&=-h^2\left[\frac{a+G_{0r}}{1+\delta K(a+G_{0r})}-\frac{a}{1+\delta K\,a}\right]\nonumber\\
&=-\frac{h^2G_{0r}}{[1+\delta K(a+G_{0r})][1+\delta K\,a]} .
\label{pair}
\end{align}
The off-diagonal elements of the pure $\Phi$ are $-J<0$, and its diagonal element $K+12J$ exceeds the sum of their magnitudes. Expansion of $\Phi^{-1}$ in powers of $J/(K+12J)$ then has positive terms only, so $G_{0r}>0$. With the positive $\delta K$ used below, equal dopants attract in this model: each finds the cages near the other already displaced in the direction that it favours.

The example takes round values. In both phases $J=1$ eV/\AA$^2$ and $M=16$ u. For $m$, $e_0=0$, $K=8$ eV/\AA$^2$, $s=0.60$ eV, $h=2$ eV/\AA\ and $\delta K=2$ eV/\AA$^2$. For $o$, $e_0=0.08$ eV, $K=7$ eV/\AA$^2$, $s=0.45$ eV, $h=3$ eV/\AA\ and $\delta K=1$ eV/\AA$^2$. At 300 K, on a periodic lattice of 256 cations, diagonalization gives $\Delta f^0=0.0789$ eV and
\begin{equation}
\Delta g=\underbrace{-0.150}_{\text{replacement}}\;\underbrace{-\,0.141}_{\text{relaxation}}\;\underbrace{-\,0.001}_{\text{vibration}}=-0.292\ \text{eV}.
\end{equation}
Nearly half of the slope is relaxation, so unrelaxed cells would miss that half. At 900 K the slope is $-0.293$ eV; in this model temperature hardly affects it.

Ten dopants on 256 sites make $x=3.91\%$. The linear shift is
\begin{equation}
x\Delta g=0.0391\times(-0.2918\ \text{eV})=-0.0114\ \text{eV}
\end{equation}
per formula unit, or $-1.10$ kJ/mol. The straight line thus gives $\Delta f=0.0789-0.0114=0.0675$ eV: the dopant favours the polar phase but leaves it above the monoclinic one. Had each phase been given its own hafnia reference while the full $\Delta f^0$ was kept, the error would have been $x\Delta f^0=0.0031$ eV, or 27\% of the shift in magnitude.

The law was tested against 30 random arrangements at each of three compositions, the same arrangements being used in both phases. The table gives $\Delta f$ at 300 K in eV per formula unit; the last column includes the pair term of Eq. \eqref{frozen}.
\begin{center}
\begin{tabular}{cccc}
$x$ & direct & line & with pairs\\
1.95\% & 0.07317 & 0.07323 & 0.07316\\
3.91\% & 0.06723 & 0.06753 & 0.06721\\
7.81\% & 0.05476 & 0.05613 & 0.05477
\end{tabular}
\end{center}
The standard errors of the direct values are at most 0.00003 eV. The line alone misses the direct value by about 1\%, 3\% and 6\% of the linear shift. This growth follows from the ratio of the quadratic to the linear term in a large crystal,
\begin{equation}
\frac{\frac12x^2\Delta V}{x\Delta g}=\frac{x}{2}\,\frac{-0.469}{-0.292}\approx0.80\,x .
\end{equation}
This gives 1.6\%, 3.1\% and 6.3\% at the three compositions. On 256 sites, Eq. \eqref{frozen} replaces $x$ in the ratio by $(n-1)/(N-1)$, which gives 1.3\%, 2.8\% and 6.0\%, in line with the table. In this model the pair term therefore stays below 5\% of the linear shift up to about $x=6\%$.

A second test used every arrangement of two, three and four dopants on 32 sites. If pairs dominate the departure from the line, its size should grow as $n(n-1)/2$, in the ratio $1:3:6$. The computed ratios are $1:2.994:5.978$, so three-dopant terms are minor here, even at 12.5\%.

The size of $\Delta V$ can be traced to Eq. \eqref{pair}. A uniform displacement does not stretch the couplings $J$, so each row of $G$ sums to $1/K$ and $\sum_{\mathbf r\ne0}G_{0r}=1/K-a$. Neglecting $G_{0r}$ beside $a$ in the denominator gives
\begin{equation}
V\approx-\frac{h^2(1/K-a)}{(1+\delta K\,a)^2}.
\end{equation}
The computed relaxation energies, $-0.0944$ eV in $m$ and $-0.2352$ eV in $o$, correspond to $a=0.0521$ and $0.0552$ \AA$^2$/eV. The formula then yields $V_m\approx-0.239$ eV and $V_o\approx-0.709$ eV, close to the full values $-0.238$ and $-0.707$ eV. The larger misfit force and the softer cages of the $o$ phase strengthen both its relaxation and its pair attraction.

For mobile dopants at 900 K, sums over all arrangements of up to four dopants on 32 sites were evaluated at $x=0.5\%$, each phase having the potential that gives this composition. The potentials are $\mu_m=0.0976$ eV and $\mu_o=-0.1992$ eV, nearly 0.3 eV apart, yet neither appears in the expansion. The sums give $\Delta f-\Delta f^0=-0.0014764$ eV. The linear term is $-0.0014689$ eV and the quadratic term $-0.0000075$ eV, which add up to the same value. Both use the coefficients of the 32-site lattice, $\Delta g=-0.2938$ eV and $\Delta B=-0.60$ eV; periodic images shift these from the values $-0.2928$ and $-0.558$ eV of larger lattices. At $x=3.91\%$ the mobile pair term would be $-0.0004$ eV, about the same as for frozen dopants. It is only a rough guide there: because $e^y-1\ge y$, $S_o$ is at least $-V_o/k_BT\approx9$, so $xS_o$ exceeds 0.3 and is no longer small.

At equal potential the outcome differs. With $\mu=-0.3202$ eV at 900 K, the $o$ phase holds 0.101\% dopant and the $m$ phase 0.0023\%, a ratio of about 45; the leading-order factor $e^{-\beta\Delta g}$ is about 44. Raising $\mu$ to $-0.2664$ eV doubles both fractions and lowers $\Delta\omega$ from 0.07770 to 0.07762 eV. The reservoir now affects the comparison, though weakly at such small fractions.

The example is meant to illustrate magnitudes for a 10 nm hafnia film with a few per cent of an isovalent dopant. A host difference of some hundredths of an eV is a rough typical value from electronic-structure calculations. The dopant parameters describe no particular element, and a single breathing coordinate cannot represent a dopant that changes its coordination, so the slope is no prediction for a real dopant. Real films also break the assumption of a bulk crystal. For a cubic grain of edge $L=10$ nm, a volume $\Omega=34$ \AA$^3$ per formula unit and a rough interface-energy difference $\Delta\gamma=0.3$ J/m$^2$, the contribution is $6\,\Delta\gamma\,\Omega/L=0.038$ eV, more than three times the dopant shift. This estimate assigns every face wholly to the one grain; a boundary shared with a similar grain would count half. The sign depends on the interfaces.

Two other influences are nearly as large as the dopant shift. A field $E=2$ MV/cm along a polarization $P=20$ $\mu$C/cm$^2$ lowers the polar phase by $PE\Omega=0.0085$ eV, with the induced polarization left out. An in-plane stress of 2 GPa, acting on a 1\% difference of in-plane strain along two directions, also contributes 0.0085 eV in magnitude. If interface, field and stress all favoured the $o$ phase, they would lower it by 0.055 eV. For these numbers that still leaves $0.067-0.055=0.012$ eV in favour of the monoclinic phase. The margin depends on the inputs. A value of 20 $\mu$C/cm$^2$ is typical of the remanent polarization averaged over a film, while the calculated polarization of the pure polar phase is of order 50 $\mu$C/cm$^2$; the margin vanishes at $P\approx48$ $\mu$C/cm$^2$. Since the interface term scales as $1/L$, a smaller grain could reverse the order.

With the inputs chosen here, the remaining omissions are smaller. If a dopant changes the preferred volume by $\delta\Omega$, holding the cell fixed costs $\frac12B_{\rm bulk}(x\,\delta\Omega)^2/\Omega$, with $B_{\rm bulk}$ the bulk modulus. For 200 GPa and 3 \AA$^3$ this is 0.00025 eV in one phase. It is of second order in $x$, small beside the linear shift but comparable with the pair term of 0.00036 eV. This holds for an unstressed host. Under a mean stress $p$ the volume change adds $x\,p\,\delta\Omega$ in magnitude, which is linear in $x$: for the in-plane stress of 2 GPa, $p=1.3$ GPa and the term is 0.001 eV in one phase. It changes the slope to the extent that $\delta\Omega$ or the stress differs between the phases. A 10 nm grain has about 29\,000 cations, so random variation of its composition changes $\Delta f$ by about $|\Delta g|\sqrt{x(1-x)/N}=0.0003$ eV. The eight vibrational modes per formula unit that the model leaves out would add $8k_BT\times1\%=0.002$ eV at 300 K if their frequencies differed by 1\% between the pure phases. This classical estimate is low for stiff modes, because $(\omega/2)\coth(\beta\omega/2)$ exceeds $k_BT$. The term grows in proportion to the frequency difference, so a difference of a few per cent would make it comparable with the dopant shift. The one mode kept in the model differs by 2.6\% between the phases and contributes $-0.0011$ eV to $\Delta f^0$; eight such modes would give 0.0085 eV in magnitude.

Extrapolated without its quadratic term, the line would reach $\Delta f=0$ at $x=27\%$. There the pair term would be $\frac12(0.27)^2(-0.469)=-0.017$ eV, more than a fifth of $\Delta f^0$, and the composition lies far outside the tested range. With the pair term included, the model crosses near $x=23\%$, because its three-dopant terms stay small. The linear law supplies only the initial slope; for a real dopant, whose many-dopant terms are not known to be small, a crossing at such a composition has to be computed there. The numerical output below lists the values used here.

\section*{Computed results}
\begin{verbatim}
Model inputs (rough); fu = formula unit
m: e0 0.00 eV/fu, swap 0.60 eV, h 2.0 eV/A
m: K 8.0, J 1.0, dK 2.0 eV/A^2
o: e0 0.08 eV/fu, swap 0.45 eV, h 3.0 eV/A
o: K 7.0, J 1.0, dK 1.0 eV/A^2
cage mass 16 u; temperatures 300, 900 K
Lattice sizes: 32, 256 cations
m, 300 K: g 0.5077, relaxation -0.0944, vibration 0.0020 eV
m, 300 K: neighbour v -0.0114, pair sum V -0.2382 eV
o, 300 K: g 0.2158, relaxation -0.2352, vibration 0.0011 eV
o, 300 K: neighbour v -0.0322, pair sum V -0.7073 eV
Df0: 0.07893 eV/fu at 300 K, 0.07778 at 900 K
Dg: -0.2918 eV/dopant at 300 K, -0.2928 at 900 K
Dg parts, 300 K: swap -0.1500, relaxation -0.1409, vibration -0.0010 eV
DV at 300 K -0.4691 eV; DB at 900 K -0.5583 eV
Random frozen dopants, 300 K: Df in eV/fu
x 1.95%: direct 0.07317 +/- 0.00001, line 0.07323, with pairs 0.07316
x 3.91%: direct 0.06723 +/- 0.00002, line 0.06753, with pairs 0.06721
x 7.81%: direct 0.05476 +/- 0.00003, line 0.05613, with pairs 0.05477
Linear shift at x 3.91%: -0.01140 eV/fu = -1.100 kJ/mol
Line reaches zero at x 27.0% (extrapolation)
Frozen pair term at example x: -0.000358 eV/fu
Mobile pair term, 900 K, example x: -0.000426 eV/fu
Pair-count ratios, 3/2 and 4/2 dopants: 2.994, 5.978
Mobile test, 900 K, x 0.5%: (Df-Df0) -0.0014764 eV/fu
  linear -0.0014689, quadratic -0.0000075 eV/fu
  own mu at equal x: m 0.0976, o -0.1992 eV
Equal reservoir mu, 900 K:
mu -0.3202 eV: D omega 0.077696 eV/fu, x_o 0.1010%, x_m 0.00226%
mu -0.2664 eV: D omega 0.077619 eV/fu, x_o 0.2041%, x_m 0.00453%
Neglected effects: rough inputs and magnitudes
volume 34 A^3/fu; cubic grain 10 nm, 29412 cations
interface difference 0.3 J/m^2: 0.0382 eV/fu
field 2 MV/cm, P 20 uC/cm2: 0.0085 eV/fu
stress 2 GPa, in-plane strain difference 1%: 0.0085 eV/fu
bulk modulus 200 GPa, dopant volume 3 A^3: 0.000252 eV/fu
grain composition fluctuation: 0.000330 eV/fu
8 missing modes, 1% frequency difference, 300 K: 0.0021 eV/fu
\end{verbatim}
